# Jahn–Teller stabilization of a doubly degenerate point defect: a program that tests the result

```python
"""
Jahn-Teller stabilization of an orbital doublet coupled to a doublet mode.
Result under test: the minimum of the lower eigenvalue of
    V(Q1,Q2) = K/2 (Q1^2+Q2^2) 1 + F (Q1 sigma_z + Q2 sigma_x)
is -F^2/(2K), for classical nuclei at rest and one electron or hole.
F: half the level splitting per unit displacement (eV/angstrom)
K: spring constant (eV/angstrom^2);  M: mode mass;  omega = sqrt(K/M)
E_JT = F^2/(2K);  k^2 = 2 E_JT/(hbar omega), dimensionless coupling squared
R: partition function with coupling divided by that without coupling
Also tested: symmetry of the coupling, occupations, quantum bounds and limits,
and the classical formula for R with its quantum correction.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import minimize
from scipy.sparse import diags, identity, kron, csr_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import erf

sz = np.array([[1.0, 0.0], [0.0, -1.0]])
sx = np.array([[0.0, 1.0], [1.0, 0.0]])

F, K, mass_u = 2.0, 8.0, 30.0
E_JT = F**2 / (2 * K)
rho0 = F / K
eV = const.e
omega = np.sqrt(K * eV / 1e-20 / (mass_u * const.atomic_mass))
hw = const.hbar * omega / eV
kB = const.k / eV


# ---- symmetry: count linear invariants by averaging over the group ----
def group(order):
    angle = 2 * np.pi / order
    c, s = np.cos(angle), np.sin(angle)
    rot = np.array([[c, -s], [s, c]])
    return [(np.linalg.matrix_power(rot, r) @ np.linalg.matrix_power(sz, m), r, m)
            for r in range(order) for m in range(2)]


swap = np.zeros((4, 4))
for a in range(2):
    for b in range(2):
        swap[2 * a + b, 2 * b + a] = 1
symmetrize = (np.eye(4) + swap) / 2


def doublet_projector(order):
    return np.mean([np.kron(np.kron(D, D), D) for D, r, m in group(order)], axis=0)


P3, P4 = doublet_projector(3), doublet_projector(4)
sym3 = np.kron(symmetrize, np.eye(2))
count_trig = np.trace(P3 @ sym3)
count_tet_e = np.trace(P4 @ sym3)
count_b1 = np.mean([(-1)**r * np.trace(np.kron(D, D) @ symmetrize)
                    for D, r, m in group(4)])
count_b2 = np.mean([(-1)**(r + m) * np.trace(np.kron(D, D) @ symmetrize)
                    for D, r, m in group(4)])
form = np.stack([sz, -sx], axis=2).reshape(-1)
assert np.allclose(P3 @ form, form, atol=1e-12)
assert np.allclose([count_trig, count_tet_e, count_b1, count_b2],
                   [1, 0, 1, 1], atol=1e-12)


# ---- static energies: fill diagonalized orbitals and minimize ----
def filled_energy(Q, occupations, F1=F, F2=F, K1=K, K2=K):
    levels = np.linalg.eigvalsh(F1 * Q[0] * sz + F2 * Q[1] * sx)
    return (K1 * Q[0]**2 + K2 * Q[1]**2) / 2 + np.dot(occupations, levels)


def lowest(occupations, start=(0.10, 0.07), **parameters):
    return minimize(lambda Q: filled_energy(Q, occupations, **parameters), start,
                    method="Nelder-Mead",
                    options=dict(xatol=1e-9, fatol=1e-14, maxiter=2000))


for angle in np.linspace(0.2, 6.0, 6):
    found = lowest((1, 0), (0.1 * np.cos(angle), 0.1 * np.sin(angle)))
    assert abs(found.fun + E_JT) < 1e-10
    assert abs(np.hypot(*found.x) - rho0) < 1e-5
trough = [filled_energy((rho0 * np.cos(p), rho0 * np.sin(p)), (1, 0))
          for p in np.linspace(0, 2 * np.pi, 50)]
assert np.ptp(trough) < 1e-12
gap = np.ptp(np.linalg.eigvalsh(F * found.x[0] * sz + F * found.x[1] * sx))
assert abs(gap - 4 * E_JT) < 1e-4
fillings = {"e0": (0, 0), "e1": (1, 0), "e2 low spin": (2, 0),
            "e2 high spin": (1, 1), "e3": (2, 1), "e4": (2, 2)}
static = {name: lowest(occ).fun for name, occ in fillings.items()}
for name, multiple in zip(fillings, (0, 1, 4, 0, 1, 0)):
    assert abs(static[name] + multiple * E_JT) < 1e-9
donor_shift = static["e1"] - static["e0"]
acceptor_shift = static["e4"] - static["e3"]

tet = dict(F1=2.0, K1=8.0, F2=1.5, K2=6.0)
gain_b1 = tet["F1"]**2 / (2 * tet["K1"])
gain_b2 = tet["F2"]**2 / (2 * tet["K2"])
tet_min = min(lowest((1, 0), s, **tet).fun for s in ((0.1, 0.07), (0.02, -0.2)))
assert abs(tet_min + max(gain_b1, gain_b2)) < 1e-9

# ---- sign change of the real electronic state around the trough ----
vectors = [np.linalg.eigh(np.cos(p) * sz + np.sin(p) * sx)[1][:, 0]
           for p in np.linspace(0, 2 * np.pi, 60, endpoint=False)]
loop_sign = np.prod([np.sign(vectors[i] @ vectors[(i + 1) % 60])
                     for i in range(60)])
assert loop_sign == -1


# ---- quantum nuclei, energies in units of hbar omega ----
def sector(k2, m, size):
    """Levels with conserved angular momentum m+1/2 (tridiagonal matrix)."""
    i = np.arange(size - 1)
    squares = np.where(i % 2 == 0, m + 1 + i // 2, (i + 1) // 2)
    return eigvalsh_tridiagonal(m + 1.0 + np.arange(size), np.sqrt(k2 * squares))


def cartesian_ground(k2, size=40):
    """Lowest level from the original matrix in a product oscillator basis."""
    n = np.arange(size)
    q = diags([np.sqrt(n[1:] / 2), np.sqrt(n[1:] / 2)], [-1, 1])
    number, one = diags([n + 0.5], [0]), identity(size)
    H = kron(kron(number, one) + kron(one, number), identity(2))
    H = H + np.sqrt(k2) * (kron(kron(q, one), csr_matrix(sz))
                           + kron(kron(one, q), csr_matrix(sx)))
    start = np.random.default_rng(1).normal(size=2 * size**2)
    return eigsh(H.tocsr(), k=1, which="SA", v0=start,
                 return_eigenvectors=False)[0]


k2 = 2 * E_JT / hw
E0 = sector(k2, 0, 300)[0]
E0_cartesian = cartesian_ground(k2)
assert abs(E0 - E0_cartesian) < 1e-7
for coupling in (0.01, 0.1, 1.0, 5.0, k2, 30.0):
    gain = 1 - sector(coupling, 0, 300)[0]
    assert coupling / 2 < gain < coupling
weak_ratio = (1 - sector(0.001, 0, 100)[0]) / (0.001 / 2)
assert abs(weak_ratio - 2) < 0.01
for coupling in (k2, 2 * k2):
    strong = -coupling / 2 + 0.5 + 1 / (8 * coupling)
    # the first omitted term is of order 1/coupling^2
    assert abs(sector(coupling, 0, 400)[0] - strong) < 0.3 / coupling**2
E0_strong = -E_JT + hw / 2 + hw**2 / (16 * E_JT)


# ---- thermodynamics ----
def R_formula(eps):
    return 1 + np.sqrt(np.pi * eps) * np.exp(eps) * erf(np.sqrt(eps))


def R_quadrature(T):
    """Integral over displacements of the trace of the Boltzmann matrix."""
    beta = 1 / (kB * T)
    t, w = np.polynomial.hermite.hermgauss(80)
    Q = t * np.sqrt(2 / (beta * K))
    matrices = F * (Q[:, None, None, None] * sz + Q[None, :, None, None] * sx)
    traces = np.exp(-beta * np.linalg.eigvalsh(matrices)).sum(axis=-1)
    return w @ traces @ w / (2 * np.pi)


def R_quantum(T, quantum):
    x = quantum / (kB * T)
    coupling = 2 * E_JT / quantum
    Z = 2 * sum(np.exp(-x * sector(coupling, m, 400)).sum() for m in range(300))
    return Z / (2 / (2 * np.sinh(x / 2))**2)


temperatures = (300.0, 1200.0)
thermal = []
for T in temperatures:
    eps = E_JT / (kB * T)
    classical = R_formula(eps)
    assert abs(R_quadrature(T) / classical - 1) < 1e-8
    thermal.append((T, kB * T, eps, np.exp(eps), classical, R_quantum(T, hw)))
small, large = 1e-4, 30.0
assert abs(np.log(R_formula(small)) / small - 2) < 1e-3
assert abs(np.log(R_formula(large)) - large - np.log(np.pi * large) / 2) < 1e-8
R_cl, R_qm = thermal[1][4:]
R_half = R_quantum(1200.0, hw / 2)
error_ratio = (R_qm - R_cl) / (R_half - R_cl)
# a leading hbar^2 correction gives 4; higher even powers shift it slightly
assert 3.6 < error_ratio < 4.4

# ---- printed results ----
print(f"Coupling F = {F:.2f} eV/angstrom")
print(f"Spring constant K = {K:.2f} eV/angstrom^2")
print(f"Mode mass M = {mass_u:.1f} u")
print(f"Linear invariants, trigonal E with e mode: {count_trig:.0f}")
print(f"Linear invariants, tetragonal E with e, b1, b2 modes: "
      f"{abs(count_tet_e):.0f}, {count_b1:.0f}, {count_b2:.0f}")
print(f"Trough radius F/K = {rho0:.4f} angstrom")
print(f"Static stabilization F^2/(2K) = {E_JT:.4f} eV")
print(f"Minimum found numerically = {found.fun:.6f} eV")
print(f"Vertical gap at the minimum = {gap:.4f} eV")
for name, energy in static.items():
    print(f"Static gain for {name} = {abs(energy):.4f} eV")
print(f"Donor level shift (e0/e1) = {donor_shift:+.4f} eV")
print(f"Acceptor level shift (e3/e4) = {acceptor_shift:+.4f} eV")
print(f"Tetragonal F1, K1 = {tet['F1']:.2f} eV/angstrom, "
      f"{tet['K1']:.2f} eV/angstrom^2")
print(f"Tetragonal F2, K2 = {tet['F2']:.2f} eV/angstrom, "
      f"{tet['K2']:.2f} eV/angstrom^2")
print(f"Tetragonal gains b1, b2 = {gain_b1:.4f}, {gain_b2:.4f} eV")
print(f"Tetragonal minimum found numerically = {tet_min:.6f} eV")
print(f"Sign of electronic state after one loop = {loop_sign:+.0f}")
print(f"Vibrational quantum hbar omega = {hw:.5f} eV")
print(f"Dimensionless coupling k^2 = {k2:.3f}")
print(f"Vibronic ground energy, diagonalization = {E0 * hw:.6f} eV")
print(f"Vibronic ground energy, strong-coupling formula = {E0_strong:.6f} eV")
print(f"Vibronic stabilization hbar omega - E0 = {(1 - E0) * hw:.5f} eV")
print(f"Vibronic stabilization / E_JT = {(1 - E0) * hw / E_JT:.4f}")
print(f"Same ratio at k^2 = 0.001: {weak_ratio:.4f}")
for T, kT, eps, naive, classical, quantum in thermal:
    print(f"T = {T:.0f} K: kT = {kT:.5f} eV, E_JT/kT = {eps:.4f}")
    print(f"  naive factor exp(E_JT/kT) = {naive:.5g}")
    print(f"  classical R = {classical:.5g}, quantum R = {quantum:.5g}")
    print(f"  free-energy change, classical = {-kT * np.log(classical):.5f} eV")
    print(f"  free-energy change, quantum = {-kT * np.log(quantum):.5f} eV")
print(f"Quantum R at 1200 K with hbar omega halved = {R_half:.5g}")
print(f"Ratio of quantum corrections on halving = {error_ratio:.3f}")
print("finished without a failed check")
```

Running it gives:

```
Coupling F = 2.00 eV/angstrom
Spring constant K = 8.00 eV/angstrom^2
Mode mass M = 30.0 u
Linear invariants, trigonal E with e mode: 1
Linear invariants, tetragonal E with e, b1, b2 modes: 0, 1, 1
Trough radius F/K = 0.2500 angstrom
Static stabilization F^2/(2K) = 0.2500 eV
Minimum found numerically = -0.250000 eV
Vertical gap at the minimum = 1.0000 eV
Static gain for e0 = 0.0000 eV
Static gain for e1 = 0.2500 eV
Static gain for e2 low spin = 1.0000 eV
Static gain for e2 high spin = 0.0000 eV
Static gain for e3 = 0.2500 eV
Static gain for e4 = 0.0000 eV
Donor level shift (e0/e1) = -0.2500 eV
Acceptor level shift (e3/e4) = +0.2500 eV
Tetragonal F1, K1 = 2.00 eV/angstrom, 8.00 eV/angstrom^2
Tetragonal F2, K2 = 1.50 eV/angstrom, 6.00 eV/angstrom^2
Tetragonal gains b1, b2 = 0.2500, 0.1875 eV
Tetragonal minimum found numerically = -0.250000 eV
Sign of electronic state after one loop = -1
Vibrational quantum hbar omega = 0.03339 eV
Dimensionless coupling k^2 = 14.976
Vibronic ground energy, diagonalization = -0.232995 eV
Vibronic ground energy, strong-coupling formula = -0.233028 eV
Vibronic stabilization hbar omega - E0 = 0.26638 eV
Vibronic stabilization / E_JT = 1.0655
Same ratio at k^2 = 0.001: 1.9990
T = 300 K: kT = 0.02585 eV, E_JT/kT = 9.6704
  naive factor exp(E_JT/kT) = 15842
  classical R = 87320, quantum R = 92523
  free-energy change, classical = -0.29413 eV
  free-energy change, quantum = -0.29562 eV
T = 1200 K: kT = 0.10341 eV, E_JT/kT = 2.4176
  naive factor exp(E_JT/kT) = 11.219
  classical R = 31.057, quantum R = 31.119
  free-energy change, classical = -0.35529 eV
  free-energy change, quantum = -0.35550 eV
Quantum R at 1200 K with hbar omega halved = 31.072
Ratio of quantum corrections on halving = 3.997
finished without a failed check
```
